Virial theorem and nuclear-mass dependence of atomic energies with mass polarization

**The moving nucleus**

In a helium atom at rest as a whole, the nucleus is not at rest. Whenever the two electrons have a net momentum, the nucleus carries the opposite momentum. Replacing the electron mass by a reduced mass accounts for part of this recoil. The remainder couples the momenta of different electrons and is called mass polarization.

Two questions follow. Does the Coulomb relation "kinetic energy equals minus total energy" survive, and which kinetic energy does it contain? And how does the energy of a level change if the nuclear mass is changed?

I use Rydberg atomic units: ħ = 1, the electron mass is 1/2 and e² = 2. Lengths are in bohr and energies in Ry. The number M is the nuclear mass divided by the electron mass, so the nuclear mass in these units is M/2. An electron of momentum p then has kinetic energy p²/(2·1/2) = p², and a nucleus of momentum P has P²/(2·M/2) = P²/M.

The model has a point nucleus of charge Z, nonrelativistic motion and Coulomb forces only. The total momentum is zero, and the internal state is a normalized bound state.

**First case: one electron**

With zero total momentum, the nucleus has momentum −p when the electron has p. The Hamiltonian is

H = p² + p²/M − 2Z/r = (1 + 1/M)p² − 2Z/r.

Try ψ = exp(−ar). Since p² = −∇² and ∇²ψ = (a² − 2a/r)ψ,

Hψ = [−(1 + 1/M)a² + 2a(1 + 1/M)/r − 2Z/r]ψ.

The two terms in 1/r must cancel for ψ to be an eigenfunction. This gives

a = ZM/(M + 1),
E = −(1 + 1/M)a² = −Z²M/(M + 1).

Because |∇ψ|² = a²ψ², the mean of p² is a². The total kinetic energy is therefore (1 + 1/M)a² = −E, and the potential energy is E − (−E) = 2E. The virial theorem holds when the kinetic energies of both particles are counted.

The nuclear part is

T_n = a²/M = Z²M/(M + 1)².

Differentiating the energy gives

dE/dM = −Z²[(M + 1) − M]/(M + 1)² = −Z²/(M + 1)² = −T_n/M.

Two limits show what this says. For M → ∞, T_n approaches Z²/M and vanishes, and E tends to −Z². For M = 1 the two particles have equal masses and opposite momenta, so they share the kinetic energy equally: each has Z²/4, and E = −Z²/2.

One electron has no partner, so this case cannot show mass polarization.

**Several electrons: the nuclear kinetic energy**

Let the electrons be at x_i and the nucleus at X. A state with zero total momentum does not change when all particles are displaced together, so it depends on relative positions:

Φ(x₁, …, x_N, X) = ψ(r₁, …, r_N), r_i = x_i − X.

Let ∇_i denote the gradient with respect to r_i. Differentiating with respect to x_i gives ∇_iψ. Moving X changes every r_i by the opposite amount, so

∇_X Φ = −Σ_i ∇_iψ.

With p_i = −i∇_i, the nuclear momentum acts as −Σp_i. Its square gives the kinetic energy (Σp_i)²/M, and the internal Hamiltonian is

H = Σp_i² + (Σp_i)²/M + V,
V = −Σ_i 2Z/r_i + Σ_{i<j} 2/r_ij.

Define the electronic and nuclear kinetic energies

T_e = ⟨Σp_i²⟩,
T_n = ⟨(Σp_i)²⟩/M.

Expanding the square gives

(Σp_i)² = Σp_i² + 2Σ_{i<j} p_i·p_j.

The factor 2 appears because each pair occurs twice in the square. The same total kinetic energy can therefore be grouped in another way:

T_e + T_n = T_μ + T_mp,
T_μ = (1 + 1/M)⟨Σp_i²⟩,
T_mp = (2/M)Σ_{i<j}⟨p_i·p_j⟩.

The first grouping separates the energy by particle. The second separates reduced-mass motion from mass polarization. For N = 1 there are no pairs, T_mp is absent, and the previous case returns.

T_n cannot be negative, because it is the mean of a squared momentum divided by M. T_mp has no such restriction: the electron momenta may be correlated in parallel or in opposition. For a product of two s orbitals, ⟨p₁·p₂⟩ = ⟨p₁⟩·⟨p₂⟩ = 0, since each orbital has zero mean momentum. A closed-shell mean-field description of ground-state helium is of this kind. There the mass-polarization expectation value comes from electron correlation, meaning what that mean field leaves out.

**The virial theorem by scaling**

Stretch or compress all relative positions together:

ψ_λ(r₁, …, r_N) = λ^{3N/2}ψ(λr₁, …, λr_N).

The prefactor keeps the norm equal to one: the substitution s_i = λr_i turns the 3N-dimensional volume element into λ^{−3N} times the new one.

Each gradient of ψ_λ produces one factor λ. For a bound state the boundary terms vanish on integration by parts, so

⟨p_i·p_j⟩_λ = ∫ ∇_iψ_λ*·∇_jψ_λ = λ²⟨p_i·p_j⟩.

This holds for i = j and for i ≠ j. The cross terms scale as the squares do, which is why mass polarization belongs in the kinetic part of the theorem.

Every Coulomb term is an inverse distance, so V(r) = λV(λr) and ⟨V⟩_λ = λ⟨V⟩. Therefore

E(λ) = λ²(T_μ + T_mp) + λ⟨V⟩.

A numerical test used λ = 1.2 and a two-electron function that is not an eigenstate. The factors found were 1.44 for ⟨Σp_i²⟩, 1.44 for ⟨p₁·p₂⟩ and 1.2 for ⟨V⟩.

Now let ψ be an eigenstate, and let χ be the derivative of ψ_λ with respect to λ at λ = 1. Using Hψ = Eψ and the Hermiticity of H,

dE(λ)/dλ = ⟨χ|H|ψ⟩ + ⟨ψ|H|χ⟩
= E(⟨χ|ψ⟩ + ⟨ψ|χ⟩)
= E d⟨ψ_λ|ψ_λ⟩/dλ = 0.

The last step uses the constant norm. Differentiating the explicit form of E(λ) at λ = 1 then gives

2(T_μ + T_mp) + ⟨V⟩ = 0.

Since E = T_μ + T_mp + ⟨V⟩, it follows that

E = −(T_μ + T_mp) = ⟨V⟩/2.

Leaving mass polarization out of the kinetic energy, while keeping the same state, gives instead

2T_μ + ⟨V⟩ = −2T_mp.

This remainder measures the omitted energy. In the limit M → ∞ it disappears, and the fixed-nucleus theorem returns.

The argument depends on the inverse-distance form of V. A nucleus of finite size introduces a fixed length, and a relativistic kinetic energy is not quadratic in momentum. Either change breaks the scaling used here and adds terms to the theorem.

**The mass derivative**

Follow one bound state as M changes, with Z and the electron mass fixed. If its level is degenerate, follow it within fixed symmetry labels. Differentiating E = ⟨ψ|H|ψ⟩ gives three terms:

dE/dM = ⟨∂ψ/∂M|H|ψ⟩ + ⟨ψ|H|∂ψ/∂M⟩ + ⟨ψ|∂H/∂M|ψ⟩.

The first two add up to E d⟨ψ|ψ⟩/dM = 0, for the same reason as before. This is the Hellmann-Feynman theorem.

In relative coordinates neither V nor the operators p_i contain M. The explicit dependence is in the factor 1/M, whose derivative is −1/M². Hence

dE/dM = −⟨(Σp_i)²⟩/M² = −T_n/M.

The whole nuclear kinetic energy appears here. The reduced-mass term contributes −⟨Σp_i²⟩/M² and mass polarization contributes −(2/M²)Σ_{i<j}⟨p_i·p_j⟩. Keeping the second alone would miss the recoil that is already present with one electron.

The relation does not depend on the mass unit. If M' = cM with c constant, then dE/dM' = (1/c)dE/dM = −T_n/M'.

Since T_n ≥ 0, a heavier nucleus cannot raise the level. The statement concerns the internal energy. An atom moving as a whole has a further kinetic energy that depends on its total mass.

For heavy nuclei x = 1/M is the natural variable. Because dM/dx = −M²,

dE/dx = −M² dE/dM = ⟨(Σp_i)²⟩.

To leading order, the shift from infinite nuclear mass is therefore ⟨(Σp_i)²⟩_∞/M, where the subscript means that the infinite-mass state is used. For a ground state this estimate is also an upper bound on the shift: that state is a permissible trial state at finite M, and its mean energy there is E(∞) + ⟨(Σp_i)²⟩_∞/M.

**Reading the energy parts from the curve E(M)**

The two theorems together determine the kinetic energies from E and its slope. The mass derivative gives T_n = −M dE/dM, and the virial theorem gives T_e + T_n = −E. Therefore

T_e = −E + M dE/dM.

The definitions also give T_n = T_e/M + T_mp. Solving for the last term,

T_mp = T_n − T_e/M
= −M dE/dM + E/M − dE/dM
= E/M − (M + 1)dE/dM.

As a limit, suppose the energy follows reduced-mass scaling, E = CM/(M + 1) with constant C. Then dE/dM = C/(M + 1)², and both terms on the right equal C/(M + 1). Their difference vanishes. Mass polarization thus measures how far the slope departs from reduced-mass scaling.

**A light model nucleus**

Take two electrons, Z = 2 and the round model value M = 10. The ground state was computed variationally with 95 functions. Each is a symmetrized product of powers of r₁, r₂ and r₁₂, up to total degree 8, times exp[−α(r₁ + r₂)].

The computed inputs are T_e = 4.77057 Ry and ⟨p₁·p₂⟩ = 0.06257 (ħ/bohr)². From them,

T_n = (4.77057 + 2·0.06257)/10 = 0.48957 Ry,
T_μ = 1.1·4.77057 = 5.24763 Ry,
T_mp = 2·0.06257/10 = 0.01251 Ry.

The total kinetic energy is 5.24763 + 0.01251 = 5.26014 Ry. The energy is E = −5.26015 Ry and the potential energy is −10.52029 Ry, so the theorem holds to about the last digit shown. At full computed precision the remainder is −1.6·10⁻⁶ Ry. Without mass polarization it is −0.02503 Ry, which is −2T_mp to the precision shown.

For the slope, the nuclear kinetic energy predicts

−T_n/M = −0.48957/10 = −0.048957 Ry per electron mass.

Energies computed at two neighbouring masses also give −0.048957. The exponent α was changed with M in this comparison, so the basis itself moved. The relative difference of the unrounded slopes is 3.5·10⁻⁶. Most of it comes from the finite mass step h = 0.02: for a reduced-mass curve, a central difference has relative error h²/(M + 1)² to leading order, here 3.3·10⁻⁶.

The energy curve also returns the mass-polarization energy:

T_mp = −5.260146/10 + 11·0.0489572 = 0.01251 Ry.

This agrees with the direct expectation value. Only energies enter the formula. The term p₁·p₂ acts through the Hamiltonian that produced them, but its expectation value in the state was not used.

**Why the momentum correlation is smaller at M = 10**

For helium with its actual nuclear mass, the same calculation gives ⟨p₁·p₂⟩ = 0.1589 (ħ/bohr)². The value at M = 10 is less than half of this. To separate the change of size from the change of correlation, set μ = M/(M + 1), r_i = s_i/μ and p_i = μq_i. Since (1 + 1/M)μ² = μ and μ²/M = μ/(M + 1), the Hamiltonian becomes

H = μ[q₁² + q₂² + y q₁·q₂ + V(s)], y = 2/(M + 1).

Reduced-mass scaling alone would multiply ⟨p₁·p₂⟩ by μ² = (10/11)² = 0.826 relative to infinite mass. That does not account for the whole reduction.

The direction of the remaining change follows from the variational principle; its size comes only from the calculation. Let ε(y) be the ground-state energy of the bracket, and g(y) the mean of q₁·q₂ in its ground state. Using the state at y₁ as a trial state at y₂, and the reverse, gives

ε(y₂) ≤ ε(y₁) + (y₂ − y₁)g(y₁),
ε(y₁) ≤ ε(y₂) + (y₁ − y₂)g(y₂).

Adding these yields

(y₂ − y₁)[g(y₁) − g(y₂)] ≥ 0.

Thus g cannot increase with y. A lighter nucleus has a larger y, which makes parallel electron momenta more costly, and the ground state adjusts by reducing their mean product.

**Helium**

For the alpha-particle mass, M = 7294.2995. The computed values are T_e = 5.80577 Ry and ⟨p₁·p₂⟩ = 0.1589 (ħ/bohr)², so

T_e/M = 7.959·10⁻⁴ Ry,
T_mp = 2·0.1589/7294.3 = 4.357·10⁻⁵ Ry,
T_n = 7.959·10⁻⁴ + 0.436·10⁻⁴ = 8.395·10⁻⁴ Ry.

Mass polarization supplies about 5% of the nuclear kinetic energy. Its sign is positive: correlation gives the electron momenta a parallel component on average, which increases the recoil.

The virial remainder is −1.4·10⁻⁶ Ry with mass polarization and −8.86·10⁻⁵ Ry without it. The latter is −2T_mp = −8.71·10⁻⁵ Ry plus the small first remainder.

That first remainder reflects the finite basis. Multiplying α by λ changes the basis in the same way as scaling all positions, because each basis function is a homogeneous product of powers times the exponential, and scaling turns it into a multiple of the same function with exponent λα. The optimized energy is stationary with respect to the expansion coefficients, so its derivative is the scaling derivative of the best state:

α dE/dα = 2(T_μ + T_mp) + ⟨V⟩.

An exact eigenstate makes this zero. A variational state also makes it zero if α is optimized, so a small remainder is weak evidence when α is near its best value. The relation was therefore tested at a poorer exponent, α = 2.0 instead of 2.3 per bohr. For helium the two sides were −4.456·10⁻⁶ and −4.451·10⁻⁶ Ry. Dropping T_mp would have changed the right side by about 8.7·10⁻⁵ Ry and destroyed the agreement.

The mass derivative is

−T_n/M = −8.395·10⁻⁴/7294.3 = −1.1509·10⁻⁷ Ry per electron mass,

and energy differences give the same value to these digits. Here the basis was held fixed. The Hellmann-Feynman relation then holds for the variational minimum itself, whatever the quality of the basis. At M = 10 the moving exponent α ∝ M/(M + 1) adds the term (α dE/dα)·d ln α/dM = −1.6·10⁻⁶/110 Ry per electron mass to the slope, about 3·10⁻⁷ of it, so that comparison also relies on the virial remainder being small.

**The shift from infinite nuclear mass**

With the infinite-mass state, the leading-order estimate for helium is

7.962·10⁻⁴ + 0.436·10⁻⁴ = 8.398·10⁻⁴ Ry.

The first part is the reduced-mass shift and the second is mass polarization. The directly computed shift is 8.396·10⁻⁴ Ry, or 0.01142 eV. It lies below the estimate, as the variational bound requires, by 1.7·10⁻⁴ of the estimate.

The helium energy in this model is −79.003 eV. Reducing the maximum polynomial degree from 8 to 6 raises the energy by 1.4·10⁻⁶ Ry. This difference is the error of the smaller basis minus that of the larger one. The latter is much smaller: at infinite nuclear mass the degree-8 energy, −5.80744857 Ry, lies about 2·10⁻⁷ Ry above the established nonrelativistic value, −5.80744875 Ry. Relativity, radiative effects and nuclear size are left out, so the result is a value for the nonrelativistic Coulomb model and not a complete prediction of the measured energy. The remaining digits are in the numerical output below.

Values computed for the example and the checks

```
Nuclear charge Z: 2
Basis: omega = 8 , functions = 95
Exponent: 2.3 1/bohr, at M=10 multiplied by M/(M+1)
Poorer exponent: 2.0 1/bohr multiplied by M/(M+1)
Scaling factor lambda: 1.2
Ratios of <sum p^2>, <p1.p2>, <V>: [1.44 1.44 1.2 ]
Helium: M = 7294.299542 electron masses
  E = -5.80660893 Ry
  <p1.p2> = 0.158897 (hbar/bohr)^2
  T_e = 5.80576801 Ry
  T_n = 8.39499700e-04 Ry
  T_mu = 5.80656394 Ry
  T_mp = 4.356748e-05 Ry
  <V> = -11.61321644 Ry
  Virial remainder with T_mp = -1.42e-06 Ry
  Virial remainder without T_mp = -8.855252e-05 Ry
  Poorer exponent: remainder with T_mp = -4.451e-06 Ry
  Poorer exponent: alpha*dE/dalpha = -4.456e-06 Ry
  dE/dM, energy differences = -1.1509029e-07 Ry per electron mass
  -T_n/M = -1.1508983e-07 Ry per electron mass
Model M=10: M = 10.000000 electron masses
  E = -5.26014605 Ry
  <p1.p2> = 0.062566 (hbar/bohr)^2
  T_e = 4.77057383 Ry
  T_n = 4.89570581e-01 Ry
  T_mu = 5.24763121 Ry
  T_mp = 1.251320e-02 Ry
  <V> = -10.52029046 Ry
  Virial remainder with T_mp = -1.63e-06 Ry
  Virial remainder without T_mp = -2.502803e-02 Ry
  Poorer exponent: remainder with T_mp = -5.114e-06 Ry
  Poorer exponent: alpha*dE/dalpha = -5.120e-06 Ry
  dE/dM, energy differences = -4.8957230e-02 Ry per electron mass
  -T_n/M = -4.8957058e-02 Ry per electron mass
  T_mp from energy curve = 1.251493e-02 Ry
  T_e from energy curve = 4.770574 Ry
Helium, infinite nuclear mass: E = -5.80744857 Ry
Helium mass shift = 8.3963844e-04 Ry = 1.142386e-02 eV
First-order mass shift = 8.3977720e-04 Ry
  reduced-mass part = 7.961624e-04 Ry
  mass-polarization part = 4.361479e-05 Ry
Helium energy = -79.00294 eV
E(omega=6) - E(omega=8) = 1.36e-06 Ry
```
